# Mean cosine and correlation factor for vacancy diffusion on the diamond lattice: a numerical check

```python
"""
Tracer diffusion by vacancies on the diamond lattice.
Result under test: the mean cosine between successive tracer jumps is
c = -1/3, so the correlation factor f = (1 + c)/(1 - c) equals 1/2.
Symbols:
  P0, P1  probability that the vacancy behind the tracer next exchanges with
          it across the same bond / across one given other bond
  G0, G2  expected visits of a free walk to its start / to a second neighbour
  s       survival probability of the vacancy per step (1: no sinks)
  omega   tracer exchange rate divided by the host exchange rate
Lattice vectors are integers: cubic cell edge 4, bond length sqrt(3).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def visits_to_start(s, nodes=160):
    """G0(s): Brillouin-zone integral, one direction done analytically."""
    t, w = np.polynomial.legendre.leggauss(nodes)
    t, w = (t + 1) / 2, w / 2
    u, wu = t**2, 2 * t * w          # clusters points at the singular corner
    U, V = np.meshgrid(u, t, indexing="ij")
    W = np.outer(wu * u, w)
    a = 2 * np.sin(np.pi * U * (1 - V) / 2)**2
    b = 2 * np.sin(np.pi * U * V / 2)**2
    minus = (1 - s**2) + s**2 * (2 * a + 2 * b - a * b) / 4
    plus = 1 - s**2 * a * b / 4
    return 2 * np.sum(W / np.sqrt(minus * plus))


def minus_cosine_with_sinks(s):
    return (1 - (1 - s**2) * visits_to_start(s)) / (3 * s)


# ---- finite crystal: hitting probabilities from the definition ----
RADIUS = 36
axis = np.arange(-RADIUS, RADIUS + 1)
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
total = X + Y + Z
is_a = (X % 2 == 0) & (Y % 2 == 0) & (Z % 2 == 0) & (total % 4 == 0)
is_b = (X % 2 == 1) & (Y % 2 == 1) & (Z % 2 == 1) & ((total - 3) % 4 == 0)
r2 = X**2 + Y**2 + Z**2
keep = (is_a | is_b) & (r2 < RADIUS**2) & (r2 > 0)
sites = np.column_stack([X[keep], Y[keep], Z[keep]])
site_index = -np.ones(X.shape, dtype=int)
site_index[keep] = np.arange(len(sites))
orientation = np.where(sites[:, 0] % 2 == 0, 1, -1)
neighbours = np.empty((len(sites), 4), dtype=int)
for j, bond in enumerate(BONDS):
    q = sites + orientation[:, None] * bond + RADIUS
    neighbours[:, j] = site_index[q[:, 0], q[:, 1], q[:, 2]]
around_tracer = [site_index[tuple(b + RADIUS)] for b in BONDS]


def exchange_probabilities(s=1.0, omega=1.0):
    """P0 and P1 by conjugate gradients; the outer surface absorbs."""
    diagonal = np.full(len(sites), 4.0)
    diagonal[around_tracer] = 3 + omega
    diagonal /= s

    def apply(p):
        padded = np.append(p, 0.0)   # index -1: outside, or the tracer site
        return diagonal * p - padded[neighbours].sum(axis=1)

    p = np.zeros(len(sites))
    residual = np.zeros(len(sites))
    residual[around_tracer[0]] = omega
    direction = residual.copy()
    rr = residual @ residual
    for _ in range(3000):
        image = apply(direction)
        step = rr / (direction @ image)
        p += step * direction
        residual -= step * image
        new = residual @ residual
        if new < 1e-24:
            break
        direction = residual + (new / rr) * direction
        rr = new
    assert new < 1e-24
    return p[around_tracer[0]], p[around_tracer[1]]


# boundary error scales as (bond length / radius)^3, about 1e-4
p0, p1 = exchange_probabilities()
cosine_crystal = -p0 + p1
assert abs(cosine_crystal + 1 / 3) < 5e-4

for ratio in (0.4, 2.5):
    q0, q1 = exchange_probabilities(omega=ratio)
    assert abs((q0 - q1) - ratio / (ratio + 2)) < 5e-4

s_test = 0.97                        # sinks make the boundary irrelevant
q0, q1 = exchange_probabilities(s=s_test)
G_test = visits_to_start(s_test)
assert abs((q0 - q1) - minus_cosine_with_sinks(s_test)) < 1e-6
assert abs((q0 + 3 * q1) - (G_test - 1) / (s_test * G_test)) < 1e-6

# ---- difference of visits for one chosen second neighbour ----
M = 40
k = (np.arange(M) + 0.5) * np.pi / M
KX, KY, KZ = np.meshgrid(k, k, k, indexing="ij")
S = sum(np.exp(1j * (b[0] * KX + b[1] * KY + b[2] * KZ)) for b in BONDS) / 4
visit_difference = np.mean((1 - np.cos(2 * KX + 2 * KY)) / (1 - abs(S)**2))
assert abs(visit_difference - 4 / 3) < 1e-8

G0 = visits_to_start(1.0)
return_total = 1 - 1 / G0
P1 = (return_total - 1 / 3) / 4
P0 = P1 + 1 / 3

# ---- random walk of one vacancy, following every atom it displaces ----
STEPS = 1_000_000
rng = np.random.default_rng(12345)
sign = 1 - 2 * (np.arange(STEPS) % 2)
moves = BONDS[rng.integers(0, 4, STEPS)] * sign[:, None]
path = np.vstack([np.zeros((1, 3), dtype=np.int64), np.cumsum(moves, axis=0)])
BASE, SHIFT = 2**16, 2**15
codes = ((path + SHIFT) @ np.array([BASE**2, BASE, 1])).tolist()
origin, last_jump = {}, {}
previous = [-1] * STEPS
for t in range(STEPS):
    old, new_site = codes[t], codes[t + 1]
    origin[old] = origin.pop(new_site, new_site)
    previous[t] = last_jump.pop(new_site, -1)
    last_jump[old] = t
previous = np.array(previous)


def decode(values):
    v = np.array(list(values), dtype=np.int64)
    return np.column_stack([v // BASE**2, (v // BASE) % BASE, v % BASE])


displacement = decode(origin.keys()) - decode(origin.values())
f_walk = np.sum(displacement**2) / (3 * STEPS)
again = np.flatnonzero(previous >= 0)
dots = np.sum(moves[again] * moves[previous[again]], axis=1)
cosine_walk = dots.sum() / 3 / STEPS
second = previous[previous[again]]
has_second = second >= 0
cosine_two = np.sum(moves[again[has_second]] * moves[second[has_second]])
cosine_two = cosine_two / 3 / STEPS
return_walk = len(again) / STEPS
reverse_walk = np.sum(dots == -3) / STEPS
# tolerances: several statistical errors for a million correlated steps
assert abs(cosine_walk + 1 / 3) < 0.005
assert abs(cosine_two - 1 / 9) < 0.005
assert abs(f_walk - 0.5) < 0.01
assert abs(return_walk - return_total) < 0.005
assert abs(reverse_walk - P0) < 0.005

c = -visit_difference / 4
f = (1 + c) / (1 - c)

# ---- time-integrated vacancy concentration below an absorbing surface ----
# substitution time = 1/v^2, with unit dose and unit diffusivity
for x, depth in ((0.5, 1.0), (1.0, 1.0), (1.7, 1.0)):
    def integrand(v):
        near = np.exp(-(x - depth)**2 * v**2 / 4)
        far = np.exp(-(x + depth)**2 * v**2 / 4)
        return (near - far) / (np.sqrt(np.pi) * v**2)
    value = quad(integrand, 1e-5, 1)[0] + quad(integrand, 1, np.inf)[0]
    assert abs(value - min(x, depth)) < 1e-4   # lower cut-off in v

# ---- germanium anneal; all material inputs are rough typical values ----
kB = constants.k / constants.e
T, hours = 873.0, 1.0
a_nm, attempt = 0.566, 1e13
E_form, E_mig, S_form = 2.4, 0.7, 9.0
kT, seconds = kB * T, hours * 3600
d_nm = a_nm * np.sqrt(3) / 4
site_density = 8 / (a_nm * 1e-7)**3
hop = attempt * np.exp(-E_mig / kT)
c_v = np.exp(S_form - E_form / kT)
D_vac = 4 * hop * (d_nm * 1e-7)**2 / 6
D_tracer = f * c_v * D_vac
sigma = np.sqrt(2 * D_tracer * seconds) * 1e7
sigma_random = np.sqrt(2 * c_v * D_vac * seconds) * 1e7

donors, n_i = 1e19, 2e18
electrons = donors / 2 + np.sqrt(donors**2 / 4 + n_i**2)
doping_factor = (electrons / n_i)**2
dose, depth_nm = 1e14, 50.0
extra_Dt = f * dose * depth_nm * 1e-7 / site_density
sigma_extra = np.sqrt(2 * extra_Dt) * 1e7
sigma_both = np.hypot(sigma, sigma_extra)
drain_time = (depth_nm * 1e-7)**2 / D_vac
implant_fraction = dose / (depth_nm * 1e-7 * site_density)
sink_nm = 10.0
p_loss = d_nm**2 / (6 * sink_nm**2)
lam = minus_cosine_with_sinks(1 - p_loss)
f_sinks = (1 - lam) / (1 + lam)
barrier_drop = 0.01
omega = np.exp(barrier_drop / kT)
f_omega = 1 / (1 + omega)
energy_error, T_error = 0.1, 10.0
E_total = E_form + E_mig
T_factor = np.exp(E_total / kB * (1 / T - 1 / (T + T_error)))


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("G0 - G2, zone sum", visit_difference, fmt=".8f")
show("mean cosine c from G0 - G2", c, fmt=".8f")
show("correlation factor f", f, fmt=".8f")
show("mean cosine, finite crystal", cosine_crystal, fmt=".6f")
show("sites in finite crystal", len(sites), fmt="d")
show("G0, visits to start", G0, fmt=".6f")
show("probability same vacancy moves tracer again", return_total, fmt=".5f")
show("P0, reversal", P0, fmt=".5f")
show("P1, each other bond", P1, fmt=".5f")
show("mean cosine if only same-vacancy jumps count", c / return_total,
     fmt=".4f")
show("random walk steps", STEPS, fmt="d")
show("random walk: mean cosine", cosine_walk, fmt=".4f")
show("random walk: cosine two jumps apart", cosine_two, fmt=".4f")
show("random walk: return probability", return_walk, fmt=".4f")
show("random walk: reversal probability", reverse_walk, fmt=".4f")
show("random walk: f from squared displacements", f_walk, fmt=".4f")
print("Germanium anneal, rough inputs:")
show("temperature", T, "K")
show("anneal time", seconds, "s")
show("lattice constant", a_nm, "nm")
show("attempt frequency", attempt, "1/s")
show("vacancy formation energy", E_form, "eV")
show("vacancy migration energy", E_mig, "eV")
show("formation entropy", S_form, "k_B")
print("Germanium anneal, results:")
show("thermal energy kT", kT, "eV")
show("bond length", d_nm, "nm")
show("site density", site_density, "1/cm3")
show("hop rate per bond", hop, "1/s")
show("equilibrium vacancy fraction", c_v)
show("vacancy diffusivity", D_vac, "cm2/s")
show("tracer diffusivity", D_tracer, "cm2/s")
show("tracer broadening", sigma, "nm")
show("broadening if correlation is forgotten", sigma_random, "nm")
print("Neglected effects:")
show("donor density", donors, "1/cm3")
show("intrinsic density, rough", n_i, "1/cm3")
show("doping factor on D", doping_factor)
show("surviving implanted vacancies", dose, "1/cm2")
show("depth of vacancies and tracer", depth_nm, "nm")
show("broadening by implanted vacancies alone", sigma_extra, "nm")
show("thermal and implanted broadening together", sigma_both, "nm")
show("drain time scale", drain_time, "s")
show("initial implanted vacancy fraction", implant_fraction)
show("vacancy diffusion length to sinks", sink_nm, "nm")
show("change of f by sinks", f_sinks - f, fmt=".2e")
show("tracer barrier lowered by", barrier_drop, "eV")
show("rate ratio omega", omega)
show("f for that tracer", f_omega)
show("change of tracer D, factor", omega * f_omega / f)
show("attempt periods between vacancy hops", attempt / (4 * hop))
show("activation energy error", energy_error, "eV")
show("factor on D from that error", np.exp(energy_error / kT))
show("furnace temperature error", T_error, "K")
show("factor on D from that error in temperature", T_factor)
print("no test failed")
```

Running it gives:

```
G0 - G2, zone sum: 1.33333333
mean cosine c from G0 - G2: -0.33333333
correlation factor f: 0.50000000
mean cosine, finite crystal: -0.333307
sites in finite crystal: 24344
G0, visits to start: 1.792882
probability same vacancy moves tracer again: 0.44224
P0, reversal: 0.36056
P1, each other bond: 0.02723
mean cosine if only same-vacancy jumps count: -0.7537
random walk steps: 1000000
random walk: mean cosine: -0.3335
random walk: cosine two jumps apart: 0.1115
random walk: return probability: 0.4429
random walk: reversal probability: 0.3608
random walk: f from squared displacements: 0.5002
Germanium anneal, rough inputs:
temperature: 873 K
anneal time: 3600 s
lattice constant: 0.566 nm
attempt frequency: 1e+13 1/s
vacancy formation energy: 2.4 eV
vacancy migration energy: 0.7 eV
formation entropy: 9 k_B
Germanium anneal, results:
thermal energy kT: 0.07523 eV
bond length: 0.2451 nm
site density: 4.412e+22 1/cm3
hop rate per bond: 9.098e+08 1/s
equilibrium vacancy fraction: 1.131e-10
vacancy diffusivity: 3.643e-07 cm2/s
tracer diffusivity: 2.061e-17 cm2/s
tracer broadening: 3.852 nm
broadening if correlation is forgotten: 5.448 nm
Neglected effects:
donor density: 1e+19 1/cm3
intrinsic density, rough: 2e+18 1/cm3
doping factor on D: 26.96
surviving implanted vacancies: 1e+14 1/cm2
depth of vacancies and tracer: 50 nm
broadening by implanted vacancies alone: 1.065 nm
thermal and implanted broadening together: 3.996 nm
drain time scale: 6.862e-05 s
initial implanted vacancy fraction: 0.0004533
vacancy diffusion length to sinks: 10 nm
change of f by sinks: 9.57e-05
tracer barrier lowered by: 0.01 eV
rate ratio omega: 1.142
f for that tracer: 0.4668
change of tracer D, factor: 1.066
attempt periods between vacancy hops: 2748
activation energy error: 0.1 eV
factor on D from that error: 3.778
furnace temperature error: 10 K
factor on D from that error in temperature: 1.595
no test failed
```
